# Spin-Crossing Minima by Penalty Function and by Gradient Projection

## Result

Let $E_D(\mathbf r)$ and $E_Q(\mathbf r)$ be the energies of a doublet and a quartet state of an open-shell molecule, computed without spin-orbit coupling. Define

$$M=\tfrac12(E_D+E_Q),\qquad \Delta=E_Q-E_D,\qquad \mathbf d=\nabla\Delta .$$

The surfaces cross on the seam $\Delta=0$. A minimum-energy crossing point $\mathbf r_*$ is a local minimum of the energy on this seam. One way to find it is to minimise, without constraint,

$$F=M+\sigma G(\Delta),\qquad G(\Delta)=\frac{\Delta^2}{|\Delta|+\alpha},\qquad \sigma,\alpha>0. \tag{1}$$

Here $\sigma$ is a pure number and $\alpha$ is an energy. For large $\sigma$, $F$ has a local minimum near a regular $\mathbf r_*$, but the gap there is

$$\delta=\frac{\alpha\lambda}{2\sigma}\left[1+\frac{3|\lambda|}{4\sigma}-\frac{\kappa\alpha}{2\sigma}\right]+O(\sigma^{-3}), \tag{2}$$

where $\lambda$ is the Lagrange multiplier of the crossing and $\kappa$ a curvature of the seam energy, both defined below. Unless $\lambda=0$, a finite penalty does not reach the crossing. Gradient projection has $\mathbf r_*$ itself as a fixed point. Both statements are local: neither method guarantees the lowest of several crossing minima.

## The crossing as a constrained minimum

On the seam $M=E_D=E_Q$, so minimising $M$ there minimises the common energy. With $\mathbf d\neq0$, the condition is

$$\nabla M+\lambda\mathbf d=0,\qquad \Delta=0. \tag{3}$$

Inserting $\nabla M=\frac12(\nabla E_D+\nabla E_Q)$ and $\mathbf d=\nabla E_Q-\nabla E_D$ gives

$$(\tfrac12+\lambda)\nabla E_Q+(\tfrac12-\lambda)\nabla E_D=0. \tag{4}$$

If $|\lambda|<\frac12$, both weights are positive and the two gradients oppose each other: the crossing is peaked. If $|\lambda|>\frac12$, the gradients are parallel and the crossing is sloped.

Let $H=\nabla\nabla M+\lambda\nabla\nabla\Delta$, evaluated at $\mathbf r_*$. The crossing is called regular if $\mathbf d\ne0$ and $H$ is positive on all directions tangent to the seam. I also assume that the surfaces are smooth and that $H$ is invertible.

Now relax the constraint to $\Delta=\delta$. Regularity ensures, through the implicit function theorem, that for small $\delta$ there is a smooth family of constrained minima $\mathbf r(\delta)$ with multipliers $\lambda(\delta)$. Let $V(\delta)=M(\mathbf r(\delta))$. Differentiating $\Delta(\mathbf r(\delta))=\delta$ gives $\nabla\Delta\cdot\mathbf r'=1$, hence

$$V'(\delta)=\nabla M\cdot\mathbf r'=-\lambda(\delta)\nabla\Delta\cdot\mathbf r'=-\lambda(\delta). \tag{5}$$

Differentiating the stationarity condition at $\delta=0$ gives $H\mathbf r'+\lambda'\mathbf d=0$, so $\mathbf r'=-\lambda'H^{-1}\mathbf d$. The scalar product with $\mathbf d$ must equal one. Therefore

$$V''(0)=-\lambda'(0)=\kappa,\qquad \kappa=\frac1{\mathbf d^TH^{-1}\mathbf d},\qquad \mathbf r'(0)=\kappa H^{-1}\mathbf d. \tag{6}$$

The multiplier is thus the rate at which the constrained mean energy falls when a gap is allowed.

## The gap left by the penalty

For $\Delta>0$, direct differentiation gives

$$G'=\frac{2\Delta(\Delta+\alpha)-\Delta^2}{(\Delta+\alpha)^2}
=1-\frac{\alpha^2}{(\Delta+\alpha)^2}.$$

Since $G$ is even, for either sign

$$G'=\operatorname{sgn}(\Delta)\left[1-\frac{\alpha^2}{(|\Delta|+\alpha)^2}\right],\qquad
G''=\frac{2\alpha^2}{(|\Delta|+\alpha)^3}. \tag{7}$$

Both are continuous at $\Delta=0$; the third derivative jumps there. The penalty is smooth enough for Newton methods, though not infinitely smooth.

Among nearby points with a given gap $\delta$, $M$ is smallest at $\mathbf r(\delta)$, while $G$ is fixed. Minimising $F$ locally therefore reduces to minimising

$$\varphi(\delta)=V(\delta)+\sigma G(\delta).$$

Take $\lambda>0$. At $\delta=0$ the slope is $\varphi'=-\lambda<0$. At $\delta=\alpha\lambda/\sigma$ it tends to $-\lambda+2\lambda=\lambda>0$ as $\sigma$ grows. In between, $\varphi''$ is dominated by $\sigma G''\approx2\sigma/\alpha>0$. There is one minimum in this interval. For $\lambda<0$ the same argument holds with the signs reversed.

Let $\lambda_\sigma$ be the multiplier at that minimum. Stationarity requires $\sigma G'(\delta)=\lambda_\sigma$, so $\delta$ has the sign of $\lambda_\sigma$. Solving (7) for its magnitude gives

$$|\delta|=\alpha\left[\left(1-\frac{|\lambda_\sigma|}{\sigma}\right)^{-1/2}-1\right]. \tag{8}$$

This relation involves no expansion, but $\lambda_\sigma$ belongs to the displaced point. To obtain an explicit result, use

$$G'(\delta)=\frac{2\delta}{\alpha}-\frac{3\delta|\delta|}{\alpha^2}+O(\delta^3),\qquad V'(\delta)=-\lambda+\kappa\delta+O(\delta^2).$$

The condition $\varphi'=0$ becomes

$$\frac{2\sigma}{\alpha}\delta=\lambda-\kappa\delta+\frac{3\sigma}{\alpha^2}\delta|\delta|+O(\sigma^{-2}).$$

The leading solution is $\delta_0=\alpha\lambda/(2\sigma)$. Inserting it on the right and multiplying by $\alpha/(2\sigma)$ gives

$$\delta=\delta_0-\frac{\kappa\alpha}{2\sigma}\delta_0+\frac{3|\delta_0|}{2\alpha}\delta_0+O(\sigma^{-3}).$$

Since $3|\delta_0|/(2\alpha)=3|\lambda|/(4\sigma)$, this is (2).

The other errors follow from the same value function:

$$\mathbf r_\sigma-\mathbf r_*\approx\kappa\delta H^{-1}\mathbf d,\qquad
M_\sigma-E_*\approx-\lambda\delta+\tfrac12\kappa\delta^2. \tag{9}$$

To leading order the mean energy lies $\alpha\lambda^2/(2\sigma)$ below the crossing energy $E_*$. The penalty adds $\sigma\delta_0^2/\alpha=\alpha\lambda^2/(4\sigma)$, so $F$ lies $\alpha\lambda^2/(4\sigma)$ below $E_*$. The upper of the two states has energy $M+|\delta|/2$, which differs from $E_*$ by $|\delta|(\frac12-|\lambda|)$ to first order. It lies above $E_*$ at a peaked crossing and below it at a sloped one.

## Stiffness and the limit of small $\alpha$

A smaller gap has a price. From (7) and (8), the penalty curvature at the minimum is

$$\sigma G''=\frac{2\sigma}{\alpha}\left(1-\frac{|\lambda_\sigma|}{\sigma}\right)^{3/2}.$$

For $\sigma\gg|\lambda|$, its product with the gap tends to $(2\sigma/\alpha)(\alpha|\lambda|/2\sigma)=|\lambda|$. Across the seam the added force constant is therefore

$$\sigma G''|\mathbf d|^2\approx\frac{|\lambda||\mathbf d|^2}{|\delta|}. \tag{10}$$

In this limit, halving the gap doubles the stiffness, whether the change is made through $\sigma$ or through $\alpha$.

The two parameters are not interchangeable when $\sigma$ is moderate. As $\alpha\to0$ at fixed $\sigma$, the penalty becomes $\sigma|\Delta|$, whose slope cannot exceed $\sigma$. If $\sigma>|\lambda|$, equation (8) gives a gap proportional to $\alpha$, and the local gap closes. If $\sigma<|\lambda|$, the penalty cannot balance the slope of $V$ at the seam. A local minimum, where one exists, then sits at a finite gap with $|\lambda(\delta)|=\sigma$. At a peaked crossing $\sigma\geq\frac12$ suffices for closure; at a sloped crossing it may not.

## Explicit gradient projection

Let $P=1-\mathbf d\mathbf d^T/|\mathbf d|^2$, evaluated at the current point. It removes the component of a vector across the local surface of constant gap. The iteration is

$$\mathbf r_{\rm new}=\mathbf r-\frac{\Delta\,\mathbf d}{|\mathbf d|^2}-tP\nabla M,\qquad t>0. \tag{11}$$

The first correction is a Newton step towards $\Delta=0$; the second goes downhill along the seam. They are orthogonal, so a fixed point requires both to vanish. That gives $\Delta=0$ and $\nabla M$ parallel to $\mathbf d$, which is (3). No penalty parameter enters.

For the convergence rate, note that $P\mathbf d=0$ at every point, so $P\nabla M=P(\nabla M+\lambda\mathbf d)$ with $\lambda$ held at its crossing value. The bracket vanishes at $\mathbf r_*$, so the derivative of $P$ does not contribute, and the derivative of the product is $PH$. The derivative of the Newton term is $\mathbf d\mathbf d^T/|\mathbf d|^2$, because $\Delta=0$. The Jacobian of the iteration is

$$J=1-\frac{\mathbf d\mathbf d^T}{|\mathbf d|^2}-tPH=P(1-tH). \tag{12}$$

Its eigenvalues are zero and $1-th_i$, where $h_i$ are the eigenvalues of $H$ restricted to the seam. Local convergence requires $0<t<2/h_{\max}$, and the asymptotic error factor per step is the largest $|1-th_i|$.

The projected field has a drawback. The vector $P\nabla M+c\Delta\mathbf d$, with constant $c$, has Jacobian $PH+c\,\mathbf d\mathbf d^T$ at $\mathbf r_*$. A gradient field needs a symmetric Jacobian, which here requires $PH=HP$, that is, $\mathbf d$ must be an eigenvector of $H$. Otherwise the field is not the gradient of any function, and a line search needs a separately constructed merit function. In the penalty method $F$ itself serves this purpose.

## A model cobalt(II) precursor

The coordinates $r_1,r_2,r_3$ are the metal-ligand distances of three trans pairs, each stretching symmetrically. For each spin state $S$,

$$E_S=\varepsilon_S+\sum_iD_{S,i}\left(1-e^{-au_i}\right)^2+c_r\sum_{i<j}u_iu_j,\qquad u_i=r_i-r_{S,i}.$$

The doublet has pair depths $(4,4,2)$ eV and distances $(0.196,0.199,0.222)$ nm; the quartet has $(3,3,3)$ eV and $(0.211,0.213,0.216)$ nm. Both use $a=14\ \mathrm{nm^{-1}}$ and $c_r=150\ \mathrm{eV/nm^2}$. The quartet minimum lies 0.080 eV above that of the doublet. Both are local minima: the bilinear coupling is meant for small displacements and makes the surfaces unbounded below when one pair is stretched far and the others are compressed, so the model cannot describe ligand loss.

Projection from the doublet minimum gives the crossing at $(0.2054,0.2077,0.2179)$ nm. It lies 0.121 eV above the doublet minimum and 0.041 eV above the quartet minimum, with a gap that is zero to rounding error. There $\lambda=0.1170$, $|\mathbf d|=28.62$ eV/nm and $\kappa=1.697\ \mathrm{eV^{-1}}$. The crossing is peaked, with weights 0.617 and 0.383 in (4).

As an independent test of (5) and (6), the mean energy was minimised at gaps of 0 and $\pm0.004$ eV by eliminating one coordinate, using energies alone. Its finite differences give $\lambda=0.11704$ and $\kappa=1.697\ \mathrm{eV^{-1}}$, in agreement.

### Penalty errors

With $\alpha=0.050$ eV and $\sigma=4$, the leading gap is

$$\delta_0=\frac{0.050\times0.1170}{2\times4}=7.31\times10^{-4}\ \mathrm{eV}.$$

The bracket in (2) is $1+0.0219-0.0106=1.0113$, which raises the prediction to $7.40\times10^{-4}$ eV. The minimised penalty function has this same gap to three figures. From (9), the mean energy shift is $-8.66\times10^{-5}+0.05\times10^{-5}=-8.61\times10^{-5}$ eV, again as computed.

At $\sigma=1$ the leading formula is 4% below the actual gap of 3.06 meV, and the second-order formula differs from it by 0.1%. Between $\sigma=40$ and $80$, the error of the leading formula falls by a factor of 4.00 and that of the second-order formula by 8.05. These are the factors expected for errors of order $\sigma^{-2}$ and $\sigma^{-3}$.

The geometry error at $\sigma=4$ is $2.65\times10^{-5}$ nm. A purely normal displacement would be $\delta/|\mathbf d|=2.59\times10^{-5}$ nm. The excess of about 2% persists at $\sigma=16$, as (9) predicts when $H^{-1}\mathbf d$ is not parallel to $\mathbf d$. In that case the projected field also has no potential.

Equation (8) can be inverted for a desired gap. For 0.1 meV, using the crossing value of $\lambda$,

$$\sigma=\frac{0.1170}{1-(0.0500/0.0501)^2}\approx29.3.$$

The gap obtained is 0.0999 meV. The relative deficit of 0.15% arises because $\lambda_\sigma\approx\lambda-\kappa\delta$ is smaller than $\lambda$ by that fraction.

### Cost of simple descent

The seam eigenvalues of $H$ are 1045 and 1162 eV/nm$^2$. With $t=6.0\times10^{-4}\ \mathrm{nm^2/eV}$, the slower projection mode has the factor $1-0.627=0.373$, equal to the observed rate. The error falls tenfold in about 2.3 steps.

At $\sigma=4$ the penalty Hessian has condition number 121.5. Estimate (10), divided by the softer seam eigenvalue, gives $0.1170\times28.62^2/(7.40\times10^{-4}\times1045)\approx124$. Fixed-step descent with step length equal to the inverse of the largest Hessian eigenvalue multiplies the slowest error by $1-1/121.5=0.992$ per step, so a tenfold reduction takes about 280 steps.

Starting from the doublet minimum, projection came within $10^{-6}$ nm of its limit in 10 steps and penalty descent in 997. The limits differ: the penalty limit still has a gap of 0.74 meV. Each step of either method needs both state gradients. The step lengths were held fixed and not optimised, and projection has a separate Newton step for the stiff direction. The count therefore compares these two simple iterations; it does not rank penalty minimisation by Newton or quasi-Newton methods.

### A sloped crossing

Raising the quartet offset to 0.450 eV, with all other surface parameters fixed, gives a sloped crossing with $\lambda=0.826$. Take $\alpha=10^{-4}$ eV. With $\sigma=0.661$, which exceeds one half but is below $\lambda$, the gap remains 78.4 meV. The stationary point of $M+\sigma\Delta$, which is the limit $\alpha\to0$, has the same gap to this precision. With $\sigma=1.239=1.5\lambda$, equation (8) predicts $\alpha(\sqrt3-1)=0.073$ meV, and 0.073 meV is found. Here a small $\alpha$ cannot repair a $\sigma$ that is too small.

## Which errors matter for the precursor

The penalty error must be weighed against errors of the surfaces. If the whole quartet surface is raised by a small energy $\eta$, then $M$ rises by $\eta/2$ and the new seam lies at the old gap $-\eta$. By (5), the crossing energy rises, to first order in $\eta$, by

$$\tfrac12\eta+\lambda\eta=(\tfrac12+\lambda)\eta. \tag{13}$$

In the example, an error of 0.01 eV in the spin-state splitting moves the crossing by about 0.006 eV relative to the doublet. This is some seventy times the mean-energy error of the penalty at $\sigma=4$.

**Spin-orbit coupling.** With a constant coupling $W$, the lower surface is $M-\frac12\sqrt{\Delta^2+4W^2}$. This describes the coupled spin components only. With one orbital state per multiplet, the two doublet components couple to two of the four quartet components, each pair with the same $W$; the other two quartet components are not coupled to the doublet and stay on $E_Q$. The coupled barriers and passage probabilities below refer to the coupled pairs. For a peaked crossing and small $W$, stationarity of $-\lambda\delta-\frac12\sqrt{\delta^2+4W^2}$ gives $\delta=-2\lambda\sqrt{\delta^2+4W^2}$. Squaring yields $\sqrt{\delta^2+4W^2}=2W/\sqrt{1-4\lambda^2}$. The energy relative to the crossing is then

$$\left(2\lambda^2-\tfrac12\right)\frac{2W}{\sqrt{1-4\lambda^2}}=-W\sqrt{1-4\lambda^2}. \tag{14}$$

For a rough $W=0.030$ eV this is a lowering of 0.0292 eV; the saddle found on the full coupled surface is lowered by 0.0289 eV. The minima also shift, and the barriers become 0.095 eV from the doublet and 0.017 eV from the quartet. The latter is less than half its uncoupled value.

**Passage through the crossing.** For a constant rate $\dot\Delta$, the first-order transition amplitude has magnitude $(W/\hbar)\left|\int e^{i\dot\Delta t^2/2\hbar}\,dt\right|$. The squared integral is $2\pi\hbar/|\dot\Delta|$, so the first-order probability is $2\pi W^2/(\hbar|\dot\Delta|)$. With 15 u per ligand, the pair mass is $m=30$ u. At an assumed vapour temperature of 450 K, the classical flux-weighted mean speed $\sqrt{\pi k_BT/2m}$ is 443 m/s. This is an estimate, since the vibrational quanta of the model are comparable with $k_BT$. Multiplication by $|\mathbf d|$ gives $|\dot\Delta|=1.27\times10^{13}$ eV/s and a first-order number of 0.68 at this speed. The probability goes as $1/v$, and the flux average of $1/v$ is $\sqrt{\pi m/2k_BT}$, which is $\pi/2$ times the inverse of the mean speed, so the flux-averaged first-order number is about 1.07. Either value is too large for weak-coupling theory to be reliable. The Landau-Zener probability of a spin change in one passage, $1-e^{-2\pi W^2/\hbar|\dot\Delta|}$, averages to about 0.55 over the flux, which is too small to justify motion on the lower surface alone.

**Nuclear quantum effects.** At the crossing two vibrations remain along the seam, against three in each well. The zero-point energy falls by 0.024 eV from the doublet and 0.021 eV from the quartet. For tunnelling, let the surfaces be linear along $\mathbf d$, with slopes $(\frac12\pm\lambda)|\mathbf d|$. At depth $e$ below the crossing, the sum of the two under-barrier integrals gives the exponent

$$\theta=\frac{4\sqrt{2m}}{3\hbar F_r}e^{3/2},\qquad F_r=(\tfrac14-\lambda^2)|\mathbf d|.$$

Maximising $e/k_BT-\theta$ gives $e=\hbar^2F_r^2/[8m(k_BT)^2]$ and the maximum $e/(3k_BT)$. Here $e=0.0053$ eV and $k_BT=0.0388$ eV, so the exponent is 0.046. For weak coupling, tunnelling would thus raise the rate by about 5%, apart from changes in the prefactor. The depth $e$ is, however, well below the assumed $W=0.030$ eV, which rounds the crossing on that scale. The 5% therefore describes the bare crossing and is not a reliable correction for the coupled surface.

The parameters are rough values for six-coordinate cobalt(II) with nitrogen donors, where metal-ligand distances near 0.2 nm are typical. The spin splitting depends on the ligands and was chosen here. Real complexes break the assumption of two uncoupled states: in the model, coupling alone removes 0.025 eV from the quartet-side barrier. Subtracting the zero-point change as well leaves about $-0.005$ eV, although that change was evaluated at the bare crossing and is not strictly additive. The model therefore does not establish a barrier for leaving the quartet. Further orbital states of the quartet and the remaining ligand vibrations are omitted and have not been sized. The crossing describes a change of spin, not the decomposition of the precursor. The remaining values are in the numerical output.

## Table of computed values

```
Doublet pair depths (eV): 4.0, 4.0, 2.0
Quartet pair depths (eV): 3.0, 3.0, 3.0
Doublet distances (nm): 0.196, 0.199, 0.222
Quartet distances (nm): 0.211, 0.213, 0.216
Morse parameter: 14.0 1/nm
Pair coupling: 150 eV/nm^2
Quartet minimum above doublet: 0.080 eV
Penalty alpha: 0.050 eV
Projection step: 6.0e-04 nm^2/eV
Crossing distances (nm): 0.205391, 0.207689, 0.217889
Crossing above doublet minimum: 0.121306 eV
Crossing above quartet minimum: 0.041306 eV
Projection residual gap: 2.8e-16 eV
Multiplier lambda: 0.117040 (no unit)
Multiplier from seam energies: 0.117043 (no unit)
Gap-gradient length: 28.6156 eV/nm
Seam curvature kappa: 1.69703 1/eV
Kappa from seam energies: 1.69703 1/eV
Seam Hessian eigenvalues (eV/nm^2): 1045.35, 1161.60
Projection rate, predicted: 0.37279 per step
Projection rate, observed: 0.37279 per step
sigma 1: gap, first, second (eV): 0.0030554, 0.0029260, 0.0030587
  mean shift -3.497e-04 eV; distance 1.093e-04 nm
sigma 4: gap, first, second (eV): 0.0007398, 0.0007315, 0.0007398
  mean shift -8.612e-05 eV; distance 2.647e-05 nm
sigma 16: gap, first, second (eV): 0.0001834, 0.0001829, 0.0001834
  mean shift -2.144e-05 eV; distance 6.563e-06 nm
First-order error ratio, sigma 40/80: 3.999
Second-order error ratio, sigma 40/80: 8.045
Target gap: 1.0e-04 eV; sigma: 29.348
Achieved target gap: 9.985478e-05 eV
Descent sigma: 4; condition number: 121.50
Distance goal: 1.0e-06 nm
Projection steps: 10
Penalty descent steps: 997
Sloped case quartet offset: 0.450 eV
Sloped lambda: 0.825897; small alpha: 1.0e-04 eV
Sloped weak sigma: 0.66072; gap: 0.078441 eV
Sloped limiting gap at weak sigma: 0.078440 eV
Sloped strong sigma: 1.23885; gap: 7.317e-05 eV
Rough spin-orbit coupling: 0.030 eV
Saddle below bare crossing: 0.028937 eV
First-order lowering: 0.029167 eV
Coupled barrier from doublet: 0.094567 eV
Coupled barrier from quartet: 0.016656 eV
Temperature: 450 K; kT: 0.03878 eV
Rough moving mass per ligand: 15.0 u
Flux-mean speed: 442.61 m/s
First-order hopping number: 0.6783 (no unit)
Zero-point change from doublet: -0.023850 eV
Zero-point change from quartet: -0.021287 eV
Tunnelling exponent: 0.04552 (no unit)
Tunnelling rate factor: 1.04658 (no unit)
Main tunnelling depth: 0.005296 eV
```
